Depairing Current Density of a Thin Superconducting Line, part 2

The problem is the largest supercurrent a superconducting line can carry, under these assumptions:

A1. The line is described by the Ginzburg-Landau (GL) energy in mean field. This is justified near the critical temperature Tc.

A2. With thickness d, width w and penetration depth λ, both d ≪ λ and w ≪ 2λ²/d hold. The magnetic field of the current then hardly disturbs its even spread over the cross-section.

A3. The line is homogeneous, much longer than the coherence length ξ, and has smooth edges through which no current flows.

A4. λ and ξ are the values at the working temperature and at vanishing current.

The algebra uses atomic units, ħ = mₑ = e = 1 and 4πε₀ = 1, with curl B = μ₀J. A pair has charge −2, the flux quantum is Φ₀ = h/2e = π, and T stands for k_B T. Q is the size of the gauge-invariant phase gradient ∇φ + 2A, with phase φ and vector potential A, and q = ξQ. Uniform states carry the current density

J = j/(2μ₀λ²ξ), j = q(1 − q²).   (11)

The maximum j_d = 2/(3√3), at q = 1/√3, gives the depairing current density

J_d = Φ₀/(3√3 π μ₀ λ² ξ).   (1)

In reduced units, with length in ξ and pair density n in its zero-current value n₀, amplitude f means density f² and current f²q. For 0 ≤ u ≤ 1, u²(1 − u) ≤ j_d².

On a ring of length L, in units of ξ, at fixed flux, the stability limit is

q² = 1/3 + (2π/L)²/6,   (13)

The condensation energy density, with a the coefficient of n in the GL energy, is

f_c = |a|n₀/2 = 1/(16μ₀λ²ξ²) = Φ₀²/(16π²μ₀λ²ξ²),   (8)

Thermal phase slips uniform across the width face a barrier 2f_cξwd times

b(q) = 2√2[u₁r − r³/3 − u₁√(2q²) arctan(r/√(2q²))].   (18)

Here u₁ = 1 − q², r² = 1 − 3q² and b(0) = 4√2/3. Two other corrections, low temperature and self-field, remain.

**Low temperature.** GL theory is an expansion near Tc, whereas the example below works near half of Tc. For a metal with strong impurity scattering, the dirty limit, the Usadel equation holds at all temperatures below Tc. It is taken here as the starting point, with the weak-coupling form of the gap equation. In a uniform state, at frequencies ω = πT(2n + 1) with n = 0, 1, 2, …, it reads

ω = Δ cot θ − Γ cos θ, Γ = DQ²/2.   (21)

Here D is the electron diffusivity, Δ the pair potential, and θ an angle for each ω that measures the pairing. The pair potential and the current follow from

ln(Tc/T) = 2πT Σ(1/ω − sin θ/Δ),   (22)

J = σQ·2πT Σ sin²θ,   (23)

where σ is the normal conductivity.

**Proposition 2.** Let R be the maximum of (23) over Q, divided by formula (1) with λ(T) and ξ(T) from the same theory. Then R depends on T/Tc alone and tends to 1 at Tc.

Proof. First the lengths. For Q → 0, (21) gives tan θ = Δ/ω and sin²θ = Δ²/(ω² + Δ²). The standard sum Σ1/(ω² + Δ²) = tanh(Δ/2T)/(4TΔ) turns (23) into J = (πσ/2)Δ tanh(Δ/2T) Q. Comparison with the London law J = Q/(2μ₀λ²) gives

1/(μ₀λ²) = πσΔ tanh(Δ/2T).   (24)

In GL theory superconductivity ends at Q = 1/ξ, and this defines ξ(T) here. Let Γ_c be the value of Γ at which Δ vanishes. Then Γ_c = D/(2ξ²). For small Δ, (21) gives sin θ = Δ/(ω + Γ), and (22) becomes

ln(Tc/T) = 2πT Σ[1/ω − 1/(ω + Γ_c)].   (25)

Measure energies in Tc. Equations (21), (22) and (25) then contain T/Tc and no material constant. The maximum of (23) and formula (1) are both proportional to σ/√D, because Q and 1/ξ scale as 1/√D. These factors cancel in R.

Near Tc, Δ is small and Γ is of order Δ². Multiplying (21) by sin θ gives ω sin θ + Γ sin θ cos θ = Δ cos θ. Expanding to third order in Δ,

sin θ ≈ Δ/ω − ΓΔ/ω² − Δ³/(2ω³).

Equation (22) becomes ln(Tc/T) = 2πT Σ[Γ/ω² + Δ²/(2ω³)]. It is linear in Γ and Δ², so Δ² is proportional to 1 − Γ/Γ_c = 1 − ξ²Q². In (23) the sum is proportional to Δ² at leading order. Hence J is proportional to Q(1 − ξ²Q²), the GL curve, with the same initial slope and the same end point. ∎

The ξ(T) defined here can be obtained from the upper critical field B_c2. In a field, Q² in the linear equation is replaced by the lowest eigenvalue of (−i∇ + 2A)², which is 2B for charge 2. The gap vanishes when 2B = 1/ξ², that is at B_c2 = Φ₀/(2πξ²). This eigenvalue is that of an unbounded medium, so B_c2 is to be read from the interior of a wide film in a perpendicular field. Surfaces parallel to the field lower the eigenvalue. For the line of the example below the gap survives to about 1.7 times this field when the field is perpendicular, and in its 20 nm film to about 2.6 times when the field is parallel.

At zero temperature the maximum can be found separately. The sum 2πTΣ becomes ∫dω. For Γ < Δ the angle runs from π/2 at ω = 0 to 0 at large ω, with dω = (−Δ/sin²θ + Γ sin θ)dθ. Therefore

∫sin²θ dω = ∫(Δ − Γ sin³θ)dθ = πΔ/2 − 2Γ/3,

with θ from 0 to π/2. For the pair potential, cut the integral of sin θ off at a large frequency Ω, where θ ≈ Δ/Ω:

∫sin θ dω = ∫(Δ/sin θ − Γ sin²θ)dθ ≈ Δ ln(2Ω/Δ) − πΓ/4.

The pairing strength fixes this integral divided by Δ, and without current it is ln(2Ω/Δ₀). With z = Γ/Δ, this gives Δ = Δ₀ exp(−πz/4). The current is then

J = σΔ₀^(3/2) D^(−1/2) √(2z) (π/2 − 2z/3) exp(−3πz/8).   (26)

At T = 0 the theory also gives Γ_c = Δ₀/2, so ξ² = D/Δ₀. To see this, treat (22) at Δ → 0 with the same cutoff: ∫dω/(ω + Γ_c) = ln(Ω/Γ_c) must equal ln(2Ω/Δ₀). With (24), formula (1) becomes πσΔ₀^(3/2)D^(−1/2)/(3√3). The maximum of (26) over z < 1, the range for which it was derived, divided by this, is 1.2334.

Numerical solution of (21) to (23) gave R = 1.001 at T/Tc = 0.995 and R = 1.2345 at T/Tc = 0.03, close to the two limits. Between them R is not monotonic: it reaches about 1.25 near T/Tc = 0.2 and approaches the zero-temperature value from above.

**Self-field.** In a thin strip, d ≪ w, with London response, J(x) = [C − A(x)]/(μ₀λ²), where C is constant across the width. Adding the fields of long filaments gives A(x) = −(μ₀d/2π)∫J(x′)ln|x − x′|dx′. To first order, J on the right is uniform. The integral of the logarithm over 0 < x′ < w is

x ln x + (w − x)ln(w − x) − w.

At an edge this is w ln w − w, and its average over x is w ln w − 3w/2. The difference is w/2, so the edge density exceeds the mean by the fraction

wd/(4πλ²).   (27)

This is w divided by 2π(2λ²/d), which explains the width condition in A2.

**Worked example.** Consider a niobium-like thin film at 4.2 K with the rough typical values Tc = 8.5 K, λ = 150 nm and ξ = 15 nm, made into a line with w = 50 nm and d = 20 nm. These inputs are treated as exact so that the arithmetic can be followed. Because they are rough, the results describe a real film to about one figure only. Here λ²ξ = 3.375 × 10⁻²² m³ and 3√3π = 16.32, so

J_d = 2.0678 × 10⁻¹⁵/(16.32 × 1.2566 × 10⁻⁶ × 3.375 × 10⁻²²) A/m² = 2.99 × 10¹¹ A/m².

This is 29.9 MA/cm². The cross-section is 10⁻¹⁵ m², so the line current is 299 μA. The phase gradient at the maximum is 1/(√3 × 15 nm) = 0.0385 rad/nm, one full turn in 163 nm.

Temperature is the largest of the three corrections. At T/Tc = 0.494 the Usadel calculation gives R = 1.15. With λ and ξ held at their stated values, the depairing density rises to 1.15 × 29.9 = 34.4 MA/cm². Equation (24) then implies a normal resistivity of 15.7 μΩ cm with the weak-coupling gap; a gap about 10% larger, as in niobium, would make it about 18 μΩ cm. Γ_c implies a diffusivity of 2.9 cm²/s. For electron speeds of order 10⁶ m/s, the mean free path 3D/v is about a nanometre, well below ξ, as the dirty limit requires.

For phase slips, f_c = 4256 J/m³ and ξwd = 1.5 × 10⁻²³ m³. The zero-current barrier is

2 × 4256 × 1.5 × 10⁻²³ × 4√2/3 J = 2.41 × 10⁻¹⁹ J = 1.50 eV,

or about 4150 k_B T. Suppose a barrier of 30 k_B T is required, which suppresses attempts by a factor of about 10¹³. Solving (18) for this barrier gives a current of 0.981 J_d. The loss is about 2%, within the GL estimate and for slips uniform across the width. Whether 30 k_B T is enough depends on the attempt rate, which is not derived here. The usual time-dependent GL estimate, rough at this temperature, gives some 5 × 10¹⁴ to 5 × 10¹⁶ attempts per second for lines 1 to 100 μm long, which would leave tens to thousands of slips per second. One slip a year then needs about 50 to 60 k_B T, for which (18) gives about 0.97 J_d, a loss of about 3%. The f_c used here is the GL value (8); at this temperature the dirty-limit theory with the same λ and ξ gives a condensation energy about 15% larger.

For the self-field, 2λ²/d = 2250 nm is far above the width. Equation (27) gives an edge excess of 0.354% of the mean density, and the integral equation, solved on 400 cells without the first-order step, gives 0.346% in the outermost cell. Most of the difference arises because the centre of that cell lies 1/800 of the width inside the edge, where the first-order profile itself gives 0.347%. Both use the zero-current λ and treat the strip as having no thickness; their complete figures are in the numerical output. The example has d/w = 0.4, and the same first-order sum over the full rectangular cross-section gives about 0.25% at an edge, averaged over the thickness, and about 0.32% at a corner. The effect stays well below 1% either way.

**Comparison with real lines.** The chosen film is thin. Niobium wiring in logic circuits is roughly 200 nm thick, with λ roughly 90 nm, and such a line breaks the condition d ≪ λ. At widths of a few hundred nanometres it also breaks w ≪ 2λ²/d, which is 81 nm here. In a wide plate with equal and opposite fields at its two faces, the London current varies as cosh(y/λ) from the mid-plane. At low current its mean is then the surface value times tanh(d/2λ)/(d/2λ). Near depairing the response is no longer linear, so this factor is not the correction to J_d. The local GL density near the faces can exceed J_d, because the interior holds the amplitude up, but the mean over the thickness cannot. In reduced units across the plate f″ = f(f² + q² − 1), with f′ = 0 at the faces. Multiplying by f and averaging gives ⟨f²q²⟩ ≤ ⟨f²⟩ − ⟨f⁴⟩ ≤ U − U², with U = ⟨f²⟩. The Cauchy-Schwarz inequality then gives ⟨f²q⟩² ≤ U⟨f²q²⟩ ≤ U²(1 − U) ≤ j_d². Formula (1) times the full cross-section is therefore still an upper bound within GL theory. For d = 200 nm, λ = 90 nm and ξ from 15 to 40 nm, the GL equations across such a wide plate give a largest mean only 1 to 2% below J_d, with local values 3 to 15% above it. This figure belongs to a vortex-free plate without edges and with fields on both faces. The field at its faces is then about 0.6 of the thermodynamic critical field, above a rough estimate of the bulk lower critical field, so only a surface barrier keeps vortices out. Wiring over a ground plane has its field mainly on one face. With no field on the other face the same equations give a largest mean 16 to 21% below J_d, and for ξ = 15 nm ripples along the face already grow about 24% below it. An isolated line crowds its current at the edges instead: for w = 0.5 μm the London edge density is about 1.5 times the mean. The example's line breaks A1 instead, which moves its number up by 15%. Real lines also have rough edges, bends, grain boundaries and contacts, where the current crowds or the pairing is weak. These break A3 and can bring the usable current well below J_d by an amount that this model does not give. As a design rule, J_d is an upper reference for a long, homogeneous line that meets A2, with λ and ξ measured on the same film at the working temperature. This holds near Tc, and at lower temperatures for a film in the dirty limit once the factor R is applied. In a clean film far below Tc the true maximum can exceed J_d, by a factor not derived here. In no case is J_d a safe operating current.

Table of computed values

```
GENERAL RESULTS
Q xi at maximum current (numerical)     0.5773
pair density left at maximum, n/n0      0.6667
J_max(numerical)/J_d(formula)           1.000000
J/J_d at Q xi = 0.2                     0.4988
J/J_d at Q xi = 0.4                     0.8730
J/J_d at Q xi = 0.8                     0.7482
ring of 20 xi: limit Q xi, lattice      0.5914
ring of 20 xi: limit Q xi, formula      0.5914
ring of 40 xi: limit Q xi, lattice      0.5807
ring of 40 xi: limit Q xi, formula      0.5809
coarse ring 20 xi: limit Q xi           0.589754
same ring, 12 xi wide: limit Q xi       0.589754
Usadel/GL maximum current, T/Tc=0.995   1.0012
Usadel/GL maximum current, T/Tc=0.03    1.2345
Usadel/GL maximum current, T=0 limit    1.2334
EXAMPLE INPUTS (rough, niobium-like film)
temperature                             4.2 K
critical temperature                    8.5 K
penetration depth lambda                150 nm
coherence length xi                     15 nm
line width                              50 nm
line thickness                          20 nm
barrier required to hold current        30 kT
EXAMPLE RESULTS
flux quantum Phi0                       2.067834e-15 Wb
2 lambda^2/thickness                    2250 nm
depairing phase gradient                0.03849 rad/nm
length of one 2 pi phase turn           163.2 nm
GL depairing current density J_d        29.87 MA/cm2
J_d in SI                               2.9868e+11 A/m2
J_d in atomic units                     1.2627e-07 a.u.
GL depairing current of the line        298.7 uA
NEGLECTED EFFECTS AND CONSISTENCY
T/Tc                                    0.494
dirty-limit gap at T                    1.239 meV
implied normal resistivity              15.7 uOhm cm
implied electron diffusivity            2.90 cm2/s
Usadel/GL maximum current at T          1.1507
Usadel depairing current density        34.37 MA/cm2
condensation energy density             4256 J/m3
phase-slip barrier at zero current      1.503 eV
same barrier over kT                    4152
held current/J_d with thermal slips     0.9808
edge current excess, integral equation  0.346 %
edge current excess, first-order form   0.354 %
```
